**Doublet term in a magnetic field: closed form, limits and the hydrogen 2p levels**

For H = ζ l·s + b(l_z + 2s_z), the levels with |m| ≤ l − 1/2 are E = −ζ/4 + mb ± ½√(b² + 2mζb + (l + ½)²ζ²), and each of m = ±(l + ½) has the single level lζ/2 ± (l + 1)b. Here ζ is the spin–orbit constant, b the Bohr magneton times the field, and m the eigenvalue of l_z + s_z. The program builds the full matrix from angular-momentum matrices for l = 1, 2, 3 and both signs of ζ, and asserts that its eigenvalues and spin polarizations agree with the formulas. It also asserts that the remainders of the second-order weak-field and strong-field expansions are cubic in the small parameter, and that the minimum gaps and the l = 1 level crossings found numerically have the derived values. For hydrogen 2p it obtains ζ = 3.019 × 10⁻⁵ eV by quadrature and asserts that 3ζ/2 matches the Dirac fine-structure splitting to within one part in 10⁴. The output lists all six levels at 0.05, 0.5 and 5 T, with crossings at 0.35 T and 0.52 T. It also shows the spurious root for m = −3/2 at 5 T and the sizes of the neglected diamagnetic, electron-g and hyperfine effects.

## Numerical check

```python
"""
Doublet term (orbital quantum number l, spin 1/2) in a magnetic field.
H = zeta l.s + b (l_z + 2 s_z),  b = Bohr magneton times field.
Result under test, with m the eigenvalue of l_z + s_z:
  |m| <= l-1/2 : E = -zeta/4 + m b +- root/2,
                 root = sqrt(b^2 + 2 m zeta b + (l+1/2)^2 zeta^2)
  m = +-(l+1/2): E = l zeta/2 +- (l+1) b   (one level only)
together with its weak-field and strong-field expansions.
Example: the 2p term of hydrogen, nucleus fixed and without spin.
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def angular_matrices(j):
    """Matrices of j_x, j_y, j_z in the basis of falling projection."""
    proj = j - np.arange(int(round(2 * j + 1)))
    raising = np.diag(np.sqrt(j * (j + 1) - proj[1:] * (proj[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return jx, jy, np.diag(proj)


@lru_cache(maxsize=None)
def operators(l):
    """l.s, l_z and s_z in the full product space."""
    orb, spin = angular_matrices(l), angular_matrices(0.5)
    for x, y, z in (orb, spin):
        assert np.allclose(x @ y - y @ x, 1j * z)
    orb = [np.kron(a, np.eye(2)) for a in orb]
    spin = [np.kron(np.eye(2 * l + 1), a) for a in spin]
    dot = sum(a @ c for a, c in zip(orb, spin))
    assert np.allclose(dot.imag, 0)
    return dot.real, orb[2].real, spin[2].real


def hamiltonian(l, zeta, b):
    dot, lz, sz = operators(l)
    return zeta * dot + b * (lz + 2 * sz)


def block(l, zeta, b, m):
    """Numerical levels (rising) and <2 s_z> for one value of m."""
    _, lz, sz = operators(l)
    pick = np.where(np.abs(np.diag(lz + sz) - m) < 1e-9)[0]
    sub = np.ix_(pick, pick)
    energy, vec = np.linalg.eigh(hamiltonian(l, zeta, b)[sub])
    return energy, np.diag(vec.T @ (2 * sz[sub]) @ vec)


def root(l, zeta, b, m):
    return np.sqrt(b**2 + 2 * m * zeta * b + (l + 0.5)**2 * zeta**2)


def level(l, zeta, b, m, sign):
    return -zeta / 4 + m * b + sign * root(l, zeta, b, m) / 2


def stretched(l, zeta, b, sign):
    return l * zeta / 2 + sign * (l + 1) * b


def weak(l, zeta, b, m, sign, order):
    big = l + 0.5
    e = -zeta / 4 + sign * big * zeta / 2
    e += m * b * (1 + sign / (2 * l + 1))
    if order == 2:
        e += sign * b**2 * (1 - m**2 / big**2) / (4 * big * zeta)
    return e


def strong(l, zeta, b, m, sign, order):
    ms = sign / 2
    ml = m - ms
    e = b * (ml + 2 * ms) + zeta * ml * ms
    if order == 2:
        e += sign * zeta**2 * ((l + 0.5)**2 - m**2) / (4 * b)
    return e


def mixed_m(l):
    return np.arange(-(l - 0.5), l, 1.0)


def all_levels(l, zeta, b):
    out = [level(l, zeta, b, m, s) for m in mixed_m(l) for s in (-1, 1)]
    return np.sort(out + [stretched(l, zeta, b, s) for s in (-1, 1)])


# Full spectra, blocks and spin polarizations against diagonalization
for l in (1, 2, 3):
    dot, lz, sz = operators(l)
    for zeta in (1.0, -0.7):
        for b in (0.0, 0.3, 1.1, 2.9, 8.0):
            h = hamiltonian(l, zeta, b)
            jz = lz + sz
            assert np.allclose(h @ jz, jz @ h)
            assert np.allclose(np.linalg.eigvalsh(h),
                               all_levels(l, zeta, b), atol=1e-11)
            for m in mixed_m(l):
                e, pol = block(l, zeta, b, m)
                r = root(l, zeta, b, m)
                want = [level(l, zeta, b, m, s) for s in (-1, 1)]
                assert np.allclose(e, want, atol=1e-11)
                p = (b + m * zeta) / r
                assert np.allclose(pol, [-p, p], atol=1e-10)
            for s in (-1, 1):
                e, _ = block(l, zeta, b, s * (l + 0.5))
                assert len(e) == 1
                assert abs(e[0] - stretched(l, zeta, b, s)) < 1e-11

# j^2 = l^2 + s^2 + 2 l.s is conserved only without the field
dot = operators(1)[0]
for b, conserved in ((0.0, True), (0.5, False)):
    h = hamiltonian(1, 1.0, b)
    assert np.allclose(h @ dot, dot @ h) == conserved

# Remainders after second order must be cubic in the small parameter
for l in (1, 2, 3):
    for m in mixed_m(l):
        for i, s in enumerate((-1, 1)):
            rem_w = [block(l, 1.0, x, m)[0][i] - weak(l, 1.0, x, m, s, 2)
                     for x in (0.02, 0.01)]
            rem_s = [block(l, x, 1.0, m)[0][i] - strong(l, x, 1.0, m, s, 2)
                     for x in (0.005, 0.0025)]
            assert abs(rem_w[0] / rem_w[1] - 8) < 0.3
            assert abs(rem_s[0] / rem_s[1] - 8) < 0.3

# Smallest gap between the two levels of equal negative m
for l in (1, 2, 3):
    for m in mixed_m(l):
        if m < 0:
            fit = minimize_scalar(
                lambda b: np.ptp(block(l, 1.0, b, m)[0]),
                bounds=(0, 5), method="bounded", options={"xatol": 1e-9})
            assert abs(fit.x + m) < 1e-5
            assert abs(fit.fun - np.sqrt((l + 0.5)**2 - m**2)) < 1e-9

# Crossings of the m = -3/2 level with the lower levels, l = 1
crossing = {}
for m, lo, hi, exact in ((0.5, 0.3, 0.9, 2 / 3), (-0.5, 0.7, 1.5, 1.0)):
    crossing[m] = brentq(lambda b: block(1, 1.0, b, -1.5)[0][0]
                         - block(1, 1.0, b, m)[0][0], lo, hi)
    assert abs(crossing[m] - exact) < 1e-9

# Hydrogen 2p: spin-orbit constant from the radial density
hartree = pc["Hartree energy in eV"][0]
alpha = pc["fine-structure constant"][0]
mu_b = pc["Bohr magneton in eV/T"][0]
b_unit = pc["atomic unit of mag. flux density"][0]
bohr = pc["Bohr radius"][0] * 1e10


def radial_mean(power):
    return quad(lambda r: r**(4 + power) * np.exp(-r) / 24, 0, np.inf)[0]


assert abs(radial_mean(0) - 1) < 1e-9
inv_r3, r2 = radial_mean(-3), radial_mean(2)
zeta_au = alpha**2 / 2 * inv_r3
zeta = zeta_au * hartree
assert abs(mu_b - hartree / (2 * b_unit)) < 1e-8 * mu_b

mp.mp.dps = 30


def dirac_energy(n, j):
    a, k = mp.mpf(alpha), mp.mpf(j) + mp.mpf(1) / 2
    n_eff = n - k + mp.sqrt(k**2 - a**2)
    return (1 / mp.sqrt(1 + (a / n_eff)**2) - 1) / a**2


dirac_split = float(dirac_energy(2, 1.5) - dirac_energy(2, 0.5)) * hartree
# the two differ by relative order alpha^2, about 5e-5
assert abs(dirac_split / (1.5 * zeta) - 1) < 1e-4

print("Hydrogen 2p, l = 1")
print(f"<r^-3> = {inv_r3:.6f} atomic units")
print(f"rms radius = {np.sqrt(r2) * bohr:.4f} angstrom")
print(f"zeta = {zeta:.5e} eV")
print(f"zero-field splitting 3 zeta/2 = {1.5 * zeta:.5e} eV")
print(f"Dirac splitting = {dirac_split:.5e} eV")
print(f"Bohr magneton = {mu_b:.6e} eV/T")
print(f"field where b = zeta: {zeta / mu_b:.4f} T")
print(f"field where b = 3 zeta/2: {1.5 * zeta / mu_b:.4f} T")

names = {-1: "lower", 1: "upper"}
for field in (0.05, 0.5, 5.0):
    b = mu_b * field
    numeric = np.linalg.eigvalsh(hamiltonian(1, zeta, b))
    assert np.allclose(numeric, all_levels(1, zeta, b), rtol=0,
                       atol=1e-11 * (zeta + b))
    print(f"B = {field} T: b = {b:.5e} eV, b/zeta = {b / zeta:.4f}")
    for s in (1, -1):
        e = stretched(1, zeta, b, s)
        print(f" m={1.5 * s:+.1f} single: E = {e:.5e} eV")
    for m in (0.5, -0.5):
        if field == 0.5:
            print(f" m={m:+.1f} root = {root(1, zeta, b, m):.5e} eV")
        for s in (1, -1):
            e = level(1, zeta, b, m, s)
            line = f" m={m:+.1f} {names[s]}: E = {e:.5e} eV"
            if field == 0.5:
                pol = block(1, zeta, b, m)[1][(s + 1) // 2]
                line += f"; <2 s_z> = {pol:+.4f}"
            else:
                law = weak if field < 0.5 else strong
                tag = "weak" if field < 0.5 else "strong"
                first, second = (law(1, zeta, b, m, s, k) for k in (1, 2))
                assert abs(second - e) < abs(first - e)
                line += f"; {tag} 1st {first:.5e}, 2nd {second:.5e} eV"
            print(line)

# The formula with a positive root at m = -3/2 beyond b = 3 zeta/2
b = mu_b * 5.0
true = block(1, zeta, b, -1.5)[0][0]
plus, minus = (level(1, zeta, b, -1.5, s) for s in (1, -1))
assert abs(minus - true) < 1e-10 * b and abs(plus - true) > zeta
print(f"m=-1.5 at 5 T: plus root (spurious) = {plus:.5e} eV")
print(f"m=-1.5 at 5 T: minus root (true) = {minus:.5e} eV")

for m in (0.5, -0.5):
    x = crossing[m]
    print(f"m=-1.5 crosses lower m={m:+.1f}: b/zeta = {x:.6f}, "
          f"B = {x * zeta / mu_b:.4f} T")
gap = np.ptp(block(1, zeta, zeta / 2, -0.5)[0])
print(f"minimum gap for m=-0.5 = {gap:.5e} eV "
      f"at B = {zeta / 2 / mu_b:.4f} T")

# Sizes of neglected effects; sin^2 average is for |m_l| = 1
sin2 = quad(lambda t: 0.75 * np.sin(t)**5, 0, np.pi)[0]
for field in (0.5, 5.0):
    dia = (field / b_unit)**2 / 8 * r2 * sin2 * hartree
    assert dia < 0.01 * zeta
    print(f"largest diamagnetic shift at {field} T = {dia:.2e} eV")
g_shift = (abs(pc["electron g factor"][0]) - 2) / 2 * b
print(f"shift from g_s - 2 at 5 T = {g_shift:.2e} eV")
hyper = pc["proton g factor"][0] / pc["proton-electron mass ratio"][0]
print(f"hyperfine scale / zeta = g_p m_e/m_p = {hyper:.2e}")
print("all assertions hold")
```

It prints:

```
Hydrogen 2p, l = 1
<r^-3> = 0.041667 atomic units
rms radius = 2.8984 angstrom
zeta = 3.01884e-05 eV
zero-field splitting 3 zeta/2 = 4.52826e-05 eV
Dirac splitting = 4.52841e-05 eV
Bohr magneton = 5.788382e-05 eV/T
field where b = zeta: 0.5215 T
field where b = 3 zeta/2: 0.7823 T
B = 0.05 T: b = 2.89419e-06 eV, b/zeta = 0.0959
 m=+1.5 single: E = 2.08826e-05 eV
 m=-1.5 single: E = 9.30582e-06 eV
 m=+0.5 upper: E = 1.70639e-05 eV; weak 1st 1.70237e-05, 2nd 1.70648e-05 eV
 m=+0.5 lower: E = -2.92639e-05 eV; weak 1st -2.92237e-05, 2nd -2.92648e-05 eV
 m=-0.5 upper: E = 1.32067e-05 eV; weak 1st 1.31647e-05, 2nd 1.32058e-05 eV
 m=-0.5 lower: E = -3.11951e-05 eV; weak 1st -3.11531e-05, 2nd -3.11942e-05 eV
B = 0.5 T: b = 2.89419e-05 eV, b/zeta = 0.9587
 m=+1.5 single: E = 7.29780e-05 eV
 m=-1.5 single: E = -4.27896e-05 eV
 m=+0.5 root = 6.13340e-05 eV
 m=+0.5 upper: E = 3.75908e-05 eV; <2 s_z> = +0.7180
 m=+0.5 lower: E = -2.37431e-05 eV; <2 s_z> = -0.7180
 m=-0.5 root = 4.48825e-05 eV
 m=-0.5 upper: E = 4.23191e-07 eV; <2 s_z> = +0.3085
 m=-0.5 lower: E = -4.44593e-05 eV; <2 s_z> = -0.3085
B = 5.0 T: b = 2.89419e-04 eV, b/zeta = 9.5871
 m=+1.5 single: E = 5.93932e-04 eV
 m=-1.5 single: E = -5.63744e-04 eV
 m=+0.5 upper: E = 2.90908e-04 eV; strong 1st 2.89419e-04, 2nd 2.90994e-04 eV
 m=+0.5 lower: E = -1.65833e-05 eV; strong 1st -1.50942e-05, 2nd -1.66686e-05 eV
 m=-0.5 upper: E = -1.34431e-05 eV; strong 1st -1.50942e-05, 2nd -1.35198e-05 eV
 m=-0.5 lower: E = -2.91070e-04 eV; strong 1st -2.89419e-04, 2nd -2.90994e-04 eV
m=-1.5 at 5 T: plus root (spurious) = -3.19607e-04 eV
m=-1.5 at 5 T: minus root (true) = -5.63744e-04 eV
m=-1.5 crosses lower m=+0.5: b/zeta = 0.666667, B = 0.3477 T
m=-1.5 crosses lower m=-0.5: b/zeta = 1.000000, B = 0.5215 T
minimum gap for m=-0.5 = 4.26928e-05 eV at B = 0.2608 T
largest diamagnetic shift at 0.5 T = 3.69e-10 eV
largest diamagnetic shift at 5.0 T = 3.69e-08 eV
shift from g_s - 2 at 5 T = 3.36e-07 eV
hyperfine scale / zeta = g_p m_e/m_p = 3.04e-03
all assertions hold
```
